# Self-energy and pair interaction of Gaussian compensation charges: verification in Python

```python
"""Electrostatics of Gaussian compensation charges (Hartree atomic units).

Result under test, for rho(r) = Z exp(-r^2/s^2) / (pi^(3/2) s^3):
  self-energy       E_self = Z^2 / (sqrt(2 pi) s)
  pair interaction  U(R)   = Z^2 erf(R / (sqrt(2) s)) / R
Z: total charge (units of e), s: Gaussian width (bohr),
R: distance between the centres (bohr).
The reference values are Coulomb integrals done by nested quadrature,
using only the density and the kernel 1/distance.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.special import erf, erfc

Z = 14.0
s = 0.7
distances = [1.0, 2.0, 4.0]
hartree_in_ev = physical_constants["Hartree energy in eV"][0]

radial_nodes, radial_weights = np.polynomial.legendre.leggauss(100)
cosines, cosine_weights = np.polynomial.legendre.leggauss(120)


def density(r):
    return Z * np.exp(-(r / s) ** 2) / (np.pi ** 1.5 * s ** 3)


def integral_with_density(radial_function, d):
    """Integrate radial_function(|u|) * density(|u - d|) over all u."""
    low, high = max(0.0, d - 7.0 * s), d + 7.0 * s
    u = 0.5 * (high - low) * radial_nodes + 0.5 * (high + low)
    w = 0.5 * (high - low) * radial_weights
    squared = (u[:, None] ** 2 + d ** 2
               - 2.0 * u[:, None] * d * cosines[None, :])
    separation = np.sqrt(np.maximum(squared, 0.0))
    angular = density(separation) @ cosine_weights
    return 2.0 * np.pi * np.sum(w * u ** 2 * radial_function(u) * angular)


def numerical_potential(r_values):
    """Potential of one cloud from the Coulomb integral."""
    return np.array([integral_with_density(lambda u: 1.0 / u, r)
                     for r in np.atleast_1d(r_values)])


def potential_formula(r):
    return Z * erf(r / s) / r


def pair_formula(R):
    return Z ** 2 * erf(R / (np.sqrt(2.0) * s)) / R


# Normalization of the density
total_charge = quad(lambda r: 4 * np.pi * r ** 2 * density(r),
                    0, 10 * s, epsabs=1e-12, epsrel=1e-12)[0]
assert abs(total_charge - Z) < 1e-9

# Potential and enclosed charge of one cloud
for r in [0.2, 0.7, 1.5, 4.0]:
    assert np.isclose(numerical_potential(r)[0], potential_formula(r),
                      rtol=1e-10, atol=0)
    enclosed = quad(lambda t: 4 * np.pi * t ** 2 * density(t), 0, r,
                    epsabs=1e-12, epsrel=1e-12)[0]
    enclosed_formula = Z * (erf(r / s) - 2 * r * np.exp(-(r / s) ** 2)
                            / (np.sqrt(np.pi) * s))
    assert np.isclose(enclosed, enclosed_formula, rtol=1e-9, atol=0)
    # Field from finite differences of the potential; error of order h^2
    h = 1e-4
    field = -(potential_formula(r + h) - potential_formula(r - h)) / (2 * h)
    assert np.isclose(field, enclosed / r ** 2, rtol=1e-6, atol=0)

central_potential = 2 * Z / (np.sqrt(np.pi) * s)
assert np.isclose(numerical_potential(0.0)[0], central_potential,
                  rtol=1e-10, atol=0)

# Dimensionless radial integral in the self-energy
radial_integral = quad(lambda x: x * np.exp(-x * x) * erf(x), 0, 10,
                       epsabs=1e-13, epsrel=1e-12)[0]
assert abs(radial_integral - 1 / (2 * np.sqrt(2))) < 1e-11

# Self-energy from the double Coulomb integral
self_energy = Z ** 2 / (np.sqrt(2 * np.pi) * s)
self_numerical = 0.5 * integral_with_density(numerical_potential, 0.0)
assert np.isclose(self_numerical, self_energy, rtol=1e-10, atol=0)

# Convolution of two clouds: a Gaussian of width sqrt(2) s
wide = np.sqrt(2.0) * s
for d in [0.0, 0.5, 1.3, 2.5]:
    convolution = integral_with_density(density, d)
    expected = Z ** 2 * np.exp(-(d / wide) ** 2) / (np.pi ** 1.5 * wide ** 3)
    assert np.isclose(convolution, expected, rtol=1e-9, atol=0)

# Pair interaction from the double Coulomb integral
pair_numerical = {}
for R in distances:
    pair_numerical[R] = integral_with_density(numerical_potential, R)
    assert np.isclose(pair_numerical[R], pair_formula(R), rtol=1e-10, atol=0)
    shortfall = Z ** 2 * erfc(R / wide) / R
    assert abs(Z ** 2 / R - pair_numerical[R] - shortfall) < 1e-8

# Small-distance limit; the leading relative deviation is R^2/(6 s^2)
small_R = 0.01
pair_small = integral_with_density(numerical_potential, small_R)
assert abs(pair_small / (2 * self_energy) - 1) < 1e-4

print(f"Charge Z = {Z:.0f} e")
print(f"Width s = {s:.1f} bohr")
print(f"Z^2 = {Z ** 2:.0f} e^2")
print(f"sqrt(2 pi) s = {np.sqrt(2 * np.pi) * s:.6f} bohr")
print(f"sqrt(2) s = {wide:.6f} bohr")
print(f"Integral of x exp(-x^2) erf(x) = {radial_integral:.8f} (no unit)")
print(f"Central potential V(0) = {central_potential:.6f} hartree/e")
print(f"Self-energy, formula = {self_energy:.6f} hartree")
print(f"Self-energy, quadrature = {self_numerical:.6f} hartree")
print(f"Self-energy, converted = {self_energy * hartree_in_ev:.2f} eV")
print(f"Pair limit U(0) = 2 E_self = {2 * self_energy:.6f} hartree")
print(f"Quadrature U at R = {small_R:.2f} bohr: {pair_small:.6f} hartree")
for R in distances:
    U = pair_formula(R)
    print(f"Distance R = {R:.1f} bohr")
    print(f"  erf argument R/(sqrt(2) s) = {R / wide:.6f} (no unit)")
    print(f"  erf value = {erf(R / wide):.10f} (no unit)")
    print(f"  U, formula = {U:.8f} hartree")
    print(f"  U, quadrature = {pair_numerical[R]:.8f} hartree")
    print(f"  U, converted = {U * hartree_in_ev:.2f} eV")
    print(f"  Point-charge value Z^2/R = {Z ** 2 / R:.6f} hartree")
    print(f"  Shortfall = {Z ** 2 * erfc(R / wide) / R:.4e} hartree")

print("all assertions hold")
```

Printed output:

```
Charge Z = 14 e
Width s = 0.7 bohr
Z^2 = 196 e^2
sqrt(2 pi) s = 1.754640 bohr
sqrt(2) s = 0.989949 bohr
Integral of x exp(-x^2) erf(x) = 0.35355339 (no unit)
Central potential V(0) = 22.567583 hartree/e
Self-energy, formula = 111.703839 hartree
Self-energy, quadrature = 111.703839 hartree
Self-energy, converted = 3039.62 eV
Pair limit U(0) = 2 E_self = 223.407677 hartree
Quadrature U at R = 0.01 bohr: 223.400078 hartree
Distance R = 1.0 bohr
  erf argument R/(sqrt(2) s) = 1.010153 (no unit)
  erf value = 0.8468725490 (no unit)
  U, formula = 165.98701960 hartree
  U, quadrature = 165.98701960 hartree
  U, converted = 4516.74 eV
  Point-charge value Z^2/R = 196.000000 hartree
  Shortfall = 3.0013e+01 hartree
Distance R = 2.0 bohr
  erf argument R/(sqrt(2) s) = 2.020305 (no unit)
  erf value = 0.9957252660 (no unit)
  U, formula = 97.58107607 hartree
  U, quadrature = 97.58107607 hartree
  U, converted = 2655.32 eV
  Point-charge value Z^2/R = 98.000000 hartree
  Shortfall = 4.1892e-01 hartree
Distance R = 4.0 bohr
  erf argument R/(sqrt(2) s) = 4.040610 (no unit)
  erf value = 0.9999999890 (no unit)
  U, formula = 48.99999946 hartree
  U, quadrature = 48.99999946 hartree
  U, converted = 1333.36 eV
  Point-charge value Z^2/R = 49.000000 hartree
  Shortfall = 5.3981e-07 hartree
all assertions hold
```
